# Stability and Steady Variance of Exponentially Weighted Run-to-Run Thickness Control

**A controller that corrects the whole error**

A film is deposited run after run. In run \(t\) the operator sets a recipe \(u_t\), here a plating time, and the true thickness is \(x_t=\alpha+\beta u_t\). A gauge reads \(y_t=x_t+v_t\), where the errors \(v_t\) have zero mean, variance \(\sigma^2\), and are independent from run to run. The target is \(T\). The gain \(\beta\) is not known; the controller uses a model value \(b>0\) and removes the whole apparent error at the next run:
\[
u_{t+1}=u_t-\frac{y_t-T}{b}. \tag{1}
\]
Let \(m_t=\alpha+\beta u_t-T\) be the true error and \(\xi=\beta/b\) the gain ratio. Multiplying (1) by \(\beta\) and adding \(\alpha-T\) to both sides gives
\[
m_{t+1}=m_t-\xi(m_t+v_t). \tag{2}
\]

If the model gain is right, \(\xi=1\) and \(m_{t+1}=-v_t\). The old thickness error is gone, but the last gauge error has been written into the film. The true variance is \(\sigma^2\). The next reading deviates from target by \(v_{t+1}-v_t\), so the measured variance is \(2\sigma^2\).

If the true gain is twice the model gain, \(\xi=2\) and \(m_{t+1}=-m_t-2v_t\). The old error returns with opposite sign and full size, and each run adds \(4\sigma^2\) to the mean square error. No steady state exists. A gain error therefore acts through the fraction of the error that is removed, and noise enters through the same fraction.

**The weighted controller and its assumptions**

The exponentially weighted controller keeps an estimate \(a_t\) of the intercept and corrects it by a fraction \(\lambda>0\) of the latest evidence:
\[
u_t=\frac{T-a_{t-1}}{b},\qquad a_t=(1-\lambda)a_{t-1}+\lambda\,(y_t-bu_t). \tag{3}
\]
The gain may be uncertain in two ways. Its mean \(\beta\neq0\) is fixed for a given tool but unknown, and it may also fluctuate from run to run:
\[
x_t=\alpha+\beta u_t(1+\delta_t),\qquad y_t=x_t+v_t. \tag{4}
\]
The \(\delta_t\) have zero mean and variance \(s^2\). The sequences \(\delta_t\) and \(v_t\) are independent in time, of each other, and of the starting estimate \(a_0\), which has a finite second moment. The offset \(\alpha\) is constant, \(\sigma^2>0\), and each reading arrives before the next run.

The first part of (3) says \(bu_t=T-a_{t-1}\). Inserting this in the second part,
\[
a_t=(1-\lambda)a_{t-1}+\lambda(y_t-T+a_{t-1})=a_{t-1}+\lambda(y_t-T). \tag{5}
\]
The controller sums past deviations from target, which is integral action. Since \(u_{t+1}-u_t=-(a_t-a_{t-1})/b\),
\[
u_{t+1}=u_t-\frac{\lambda}{b}(y_t-T). \tag{6}
\]

Keep \(m_t=\alpha+\beta u_t-T\), now the error of the mean thickness set by the recipe, and define
\[
H=T-\alpha,\qquad \kappa=\lambda\xi=\frac{\lambda\beta}{b}. \tag{7}
\]
Then \(\beta u_t=H+m_t\), and (4) gives
\[
y_t-T=m_t+\eta_t,\qquad \eta_t=(H+m_t)\delta_t+v_t. \tag{8}
\]
Multiplying (6) by \(\beta\) and using (8),
\[
m_{t+1}=(1-\kappa)m_t-\kappa\eta_t. \tag{9}
\]
The weight and the gain ratio enter this recursion through their product \(\kappa\), the fraction of a true error removed per run.

**Mean and second moment**

By (6), \(u_t\) and hence \(m_t\) depend on earlier noises and on \(a_0\), so \(m_t\) is independent of \(\delta_t\) and \(v_t\). Therefore \(E\eta_t=0\), and the mean \(\mu_t=Em_t\) obeys
\[
\mu_{t+1}=(1-\kappa)\mu_t. \tag{10}
\]
For the second moment \(P_t=Em_t^2\), square (9) and average. The cross term vanishes because \(E(m_t\eta_t)=E[m_t(H+m_t)]\,E\delta_t+Em_t\,Ev_t=0\). The noise term is
\[
E\eta_t^2=s^2E(H+m_t)^2+\sigma^2=s^2(H^2+2H\mu_t+P_t)+\sigma^2. \tag{11}
\]
Collecting the terms proportional to \(P_t\),
\[
P_{t+1}=qP_t+\kappa^2(\sigma^2+s^2H^2)+2\kappa^2s^2H\mu_t,\qquad q=(1-\kappa)^2+\kappa^2s^2. \tag{12}
\]

**The stability interval**

Expanding the square in \(q\),
\[
q-1=-2\kappa+\kappa^2(1+s^2)=-\kappa\,[\,2-\kappa(1+s^2)\,]. \tag{13}
\]
Thus \(q<1\) holds if and only if
\[
0<\kappa<\frac{2}{1+s^2},\qquad\text{that is}\qquad 0<\xi<\frac{2}{\lambda(1+s^2)}. \tag{14}
\]

This condition is sufficient for a finite steady second moment. Since \((1-\kappa)^2\le q<1\), the mean (10) decays geometrically. The deviation of \(P_t\) from the fixed point of (12) is then multiplied by \(q\) each run and driven by a geometrically decaying term, so it tends to zero.

It is also necessary. Suppose \(q\ge1\), with \(\kappa\ne0\) because \(\beta\neq0\).

- If \(|1-\kappa|\ge1\), then \(E\eta_t^2\ge\sigma^2\) gives \(P_{t+1}\ge P_t+\kappa^2\sigma^2\), which grows without bound.
- If \(|1-\kappa|<1\), then \(\mu_t\to0\), and the last two terms of (12) tend to \(\kappa^2(\sigma^2+s^2H^2)>0\). After some run \(P_t\) rises by at least half this amount each time. At the edge \(q=1\) the growth becomes linear.

For a gain that is steady from run to run, \(s=0\) and the interval is \(0<\xi<2/\lambda\). The lower end means that the controller must know the sign of the gain. At the upper end each correction overshoots by as much as the error it should remove.

**The steady variances**

Inside the interval \(\mu_t\to0\), so the limit \(S\) of \(P_t\) is a variance. Setting \(P_{t+1}=P_t=S\) in (12) and using (13),
\[
S=\frac{\kappa^2(\sigma^2+s^2H^2)}{1-q}=\frac{\kappa\,(\sigma^2+s^2H^2)}{2-\kappa(1+s^2)}. \tag{15}
\]
The film also carries the gain fluctuation of its own run: \(x_t-T=m_t+(H+m_t)\delta_t\). The two parts are uncorrelated, and in the steady state \(E(H+m_t)^2=H^2+S\). Hence
\[
\operatorname{Var}x=S+s^2(H^2+S),\qquad \operatorname{Var}y=\operatorname{Var}x+\sigma^2. \tag{16}
\]
The second relation holds because \(v_t\) is independent of \(x_t\). For \(s=0\) these become
\[
\operatorname{Var}x=\frac{\kappa}{2-\kappa}\,\sigma^2,\qquad \operatorname{Var}y=\frac{2}{2-\kappa}\,\sigma^2. \tag{17}
\]

For \(\kappa\ll1\) the true variance is about \(\kappa\sigma^2/2\): many readings are averaged and little gauge noise reaches the film. At \(\kappa=1\) it is \(\sigma^2\), as in the opening case. As \(\kappa\to2\) it diverges. The measured variance tends to \(\sigma^2\) for small \(\kappa\), even though the film itself is then much more uniform than the readings.

If a tool's gain ratio is known only to lie in \([\xi_-,\xi_+]\), condition (14) must hold at both ends. All such tools are stable if and only if
\[
\xi_->0\qquad\text{and}\qquad \lambda<\frac{2}{\xi_+(1+s^2)}. \tag{18}
\]
Dividing numerator and denominator of (15) by \(\kappa\) leaves the denominator \(2/\kappa-(1+s^2)\), which falls as \(\kappa\) rises. At fixed \(\lambda\), \(s\), \(\sigma\) and \(H\), the largest gain therefore gives the largest steady variance. A small gain gives slow recovery, since by (10) the mean error keeps the fraction \(1-\kappa\) per run when \(\kappa<1\).

**What divergence of the variance means**

Interval (14) concerns the mean square. Let two tools start differently but receive the same noises. By (8) and (9) their difference \(\Delta_t\) obeys
\[
\Delta_{t+1}=(1-\kappa-\kappa\delta_t)\Delta_t. \tag{19}
\]
By the law of large numbers, \(\ln|\Delta_t|\) changes on average by \(E\ln|1-\kappa-\kappa\delta|\) per run. Take Gaussian \(\delta\) with \(s=0.6\) and \(\kappa=1.6\). This case illustrates the recursion and is not a deposition process, since the gain is negative in about 5% of runs. The limit in (14) is 1.47, so the variance diverges, with \(q=0.36+0.92=1.28\). Yet numerical integration over the Gaussian gives a mean logarithm of \(-0.49\), so the two tools converge. A single factor exceeds 1 in size in about 39% of runs, which is not rare. What is rare is a long history with unusually many large factors; such histories dominate the mean square, while in a typical history the difference shrinks. For \(s=0\) the two criteria coincide, because the factor is then the constant \(1-\kappa\).

**A lead-plating example**

For electroplated lead, Faraday's law gives the model gain. With current density \(j=10\) mA/cm², molar mass \(M=207.2\) g/mol, rough density \(\rho_{\rm Pb}=11.3\) g/cm³, two electrons per atom and \(F=eN_A\),
\[
b=\frac{jM}{2F\rho_{\rm Pb}}=9.50\ \text{nm/s}. \tag{20}
\]
Cathode efficiency and uneven current make the true gain differ from \(b\). Let \(\xi\) lie between 0.80 and 1.10, and let one tool have \(\xi=0.95\), or 9.03 nm/s. The other values are chosen: \(T=5000\) nm, \(\alpha=-100\) nm for deposit lost at the start, \(\sigma=30\) nm, \(s=0.4\%\) and \(\lambda=0.4\).

Then \(H=5100\) nm, the settled plating time is \(5100/9.03=565\) s, and \(\kappa=0.4\times0.95=0.38\). The stability limit is \(\xi<5.00\); the fluctuation \(s\) lowers it by less than \(10^{-4}\). For the whole gain range, (18) requires \(\lambda<1.82\).

With \(a_0=0\) the first recipe is \(T/b\), and its mean error is \(-100+0.95\times5000-5000=-350\) nm. Each correction multiplies this by 0.62. After seven corrections about 12 nm remains, and after eight less than 10 nm.

The gain fluctuation amounts to \(sH=20.4\) nm. Equations (15) and (16) give
\[
S=\frac{0.38\,(900+416)}{1.62}=309\ \text{nm}^2,\qquad
\operatorname{Var}x=309+416=725\ \text{nm}^2. \tag{21}
\]
The true standard deviation is 26.9 nm, or 0.54% of the target. The readings scatter by \(\sqrt{725+900}=40.3\) nm. A fixed recipe that happened to be right would leave 20.4 nm; the rest is scatter added by feedback, the price of finding the recipe without knowing \(\alpha\) and \(\beta\).

With all other settings held fixed, the true deviation is 25.8 nm at \(\xi=0.80\) and 28.1 nm at \(\xi=1.10\). Over this range \(S\) rises from 251 to 371 nm², but the fluctuation of the current run, which feedback cannot remove, adds the same 416 nm² at both ends, so the total deviation changes much less. At \(\xi=4\), far outside the assumed range, the linear recursion is still stable, but the deviation is 75.4 nm and the mean error alternates in sign with factor \(-0.60\). This describes a tool already near its settled recipe. From \(a_0=0\) the first error would be \(+14900\) nm and the second \(-8940\) nm, which exceeds \(H\) in size and asks for a plating time of \(-101\) s, outside the range where the model applies.

**Where the assumptions give way**

*Drift.* If the offset changes by \(D\) per run, \(D\) is added to the right side of (9). The mean then settles where \(\mu=(1-\kappa)\mu+D\), so \(\mu=D/\kappa\). For \(D=-3\) nm per run this is \(-7.9\) nm. Small \(\lambda\) suppresses noise but enlarges this offset.

*Wandering offset.* Let the offset instead take independent random steps of variance \(\tau^2\). For \(s=0\) the steady variance \(V\) of \(m_t\) obeys \(V=(1-\kappa)^2V+\kappa^2\sigma^2+\tau^2\), so
\[
V=\frac{\kappa\sigma^2}{2-\kappa}+\frac{\tau^2}{\kappa(2-\kappa)}. \tag{22}
\]
The second term diverges as \(\kappa\to0\): a controller that hardly reacts cannot follow the process.

*Correlated gauge errors.* Let \(E(v_tv_{t+k})=\sigma^2\rho^{|k|}\) with \(|\rho|<1\), and put \(r=1-\kappa\). For \(s=0\), iterating (9) gives \(m_t=-\kappa\sum_{i\ge0}r^iv_{t-1-i}\). In the double sum for the variance, pairs separated by \(k\) runs contribute \((\rho r)^k/(1-r^2)\), and each \(k>0\) occurs twice. Thus
\[
V=\frac{\kappa^2\sigma^2}{1-r^2}\left[1+2\sum_{k\ge1}(\rho r)^k\right]
=\frac{\kappa\sigma^2}{2-\kappa}\;\frac{1+\rho(1-\kappa)}{1-\rho(1-\kappa)}. \tag{23}
\]
For \(\rho=0.3\) and the example's \(\kappa=0.38\) the last factor is 1.46.

*Late readings.* If the reading of run \(t-1\) is used only after run \(t\), then \(a_t=(1-\lambda)a_{t-1}+\lambda(y_{t-1}-bu_{t-1})\). From (3) and (7), \(a_{t-1}=T-(H+m_t)/\xi\) and \(bu_{t-1}=(H+m_{t-1})/\xi\). Substituting these and (8), the terms in \(T\) and \(H\) cancel, and multiplication by \(-\xi\) gives
\[
m_{t+1}=(1-\lambda)m_t-c\,m_{t-1}-\kappa\eta_{t-1},\qquad c=\kappa-\lambda. \tag{24}
\]
Take \(s=0\) and \(0<\lambda<1\). Solutions \(z^t\) without noise satisfy \(p(z)=z^2-(1-\lambda)z+c=0\). Both roots lie inside the unit circle if and only if \(p(1)=\kappa>0\), \(p(-1)=2-2\lambda+\kappa>0\) and \(|c|<1\). Given \(\kappa>0\), the second condition holds and \(c>-\lambda>-1\). What remains is \(c<1\), so
\[
0<\xi<1+\frac1\lambda. \tag{25}
\]
For \(\lambda=0.4\) the upper limit falls from 5.0 to 3.5.

For the variance, multiply (24) by \(m_t\), which is uncorrelated with \(\eta_{t-1}\), and average: \(E(m_tm_{t-1})=(1-\lambda)V/(1+c)\). Squaring (24), averaging and inserting this gives
\[
V\,\frac{1-c}{1+c}\left[(1+c)^2-(1-\lambda)^2\right]=\kappa^2\sigma^2. \tag{26}
\]
The bracket equals \((c+\lambda)(2+c-\lambda)=\kappa(2-2\lambda+\kappa)\), so
\[
V=\frac{\kappa(1+\kappa-\lambda)}{(1-\kappa+\lambda)(2-2\lambda+\kappa)}\,\sigma^2. \tag{27}
\]
In the example the factor before \(\sigma^2\) is 0.231, against 0.235 without delay. At this gain ratio the delay slightly lowers the noise while it narrows the stability interval; at \(\xi=1.10\) it raises the factor from 0.282 to 0.291. These results belong to form (3), where each reading is paired with its own recipe. Forms (3) and (6) coincide only without delay. If the late reading is used in (6), then \(m_{t+1}=m_t-\kappa m_{t-1}-\kappa\eta_{t-1}\), and the same steps give \(0<\xi<1/\lambda\) and \(V=\kappa(1+\kappa)\sigma^2/[(1-\kappa)(2+\kappa)]\). In the example the limit is then 2.5 and the factor is 0.355.

**The size of the neglected effects**

The current density, the range of gain ratios, the noise levels and the offset are round assumptions, not data from a particular line. An ageing bath would change the cathode efficiency and so break the assumption of a fixed mean gain \(\beta\); a slow relative gain drift \(g\) per run acts roughly like an offset drift \(D=gH\). A drifting gauge would break the assumption of independent \(v_t\).

Taken one at a time, with \(\lambda=0.4\) and \(\xi=0.95\) fixed, the effects change the 26.9 nm root-mean-square error as follows. For drift, random steps and correlated gauge errors, \(H\) is held at 5100 nm and corrections that combine the effect with \(s^2\) are dropped; a long drift would also change the scatter \(sH\). For the delay, \(\sigma^2\) in (27) is replaced by \(E\eta_t^2\).

- Correlated gauge errors, \(\rho=0.3\): +1.7 nm.
- Drift of \(-3\) nm per run: +1.1 nm.
- Random offset steps, \(\tau=5\) nm: +0.7 nm.
- Plating time rounded to 1 s: +0.2 nm, from a simulation of 100,000 tools over 40 runs with the same noises with and without rounding. Here the tool applies the rounded time, but the estimate in (3) uses the unrounded one.
- Reading one run late: \(-0.1\) nm in form (3), \(+2.8\) nm in form (6).

With the controller in form (3), correlated gauge errors are the largest for these assumed sizes, at about 6% of the error; in form (6) the late reading is larger. A constant gauge bias \(B\) is different in kind. Feedback brings the mean reading to target, so the mean thickness settles at \(T-B\), and no choice of \(\lambda\) removes that error.
